**Numerical test of mixed-valence surfaces and Hush's coupling**

The program tests a two-state model with reorganisation energy $\lambda$, coupling $V$ and diabatic charge-transfer distance $r$: its lower surface has two minima for $2V<\lambda$ and one for $2V\ge\lambda$. It asserts the reduction from two breathing coordinates by direct minimisation, and the minima, barriers, gaps and dipole relations by diagonalisation. For $\lambda=8000$ cm⁻¹, the numerical curvature changes sign at $V=3999.9$ cm⁻¹, within the asserted tolerance of $10^{-4}\lambda$ about $\lambda/2$. Time propagation in a weak light pulse, averaged over orientation, agrees with the absorption formula: both band areas print as $5.53793\times10^6$ L mol⁻¹ cm⁻². Thermal spectra built from eigenvectors are asserted to match the closed band shape in selected windows and to satisfy the first-moment rule, for one localised and one delocalised case. For an input $V=600$ cm⁻¹, Hush's formula applied to the height, position and width of the thermal band gives 600.75 cm⁻¹, and the first moment gives 600.00 cm⁻¹. These results test the derivation within the model, not its validity for a particular complex.

## Check in Python

```python
# Two-state mixed-valence model: surfaces, localisation, band intensity.
# Result under test, for diabatic energies lam*(y+1)^2/4, lam*(y-1)^2/4
# and coupling -V:
#   the lower surface has two minima only if 2V < lam;
#   V = mu12*gap/r, and integral(eps*nu dnu) = K*r^2*V^2;
#   for a Gaussian band V = C*sqrt(eps_max*nu_max*width)/r.
# lam: reorganisation energy; y: reduced antisymmetric coordinate;
# r: diabatic charge-transfer distance; mu12: transition dipole;
# eps: molar absorption coefficient; K: intensity constant.
# Energies in cm^-1, lengths in angstrom, dipoles in e*angstrom.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize, minimize_scalar

LAM, V_EX, R, T = 8000.0, 600.0, 7.0, 300.0
WAVENUMBER = sc.h * sc.c * 100.0
KT = sc.k * T / WAVENUMBER
HARTREE = sc.physical_constants["Hartree energy"][0] / WAVENUMBER
BOHR = sc.physical_constants["Bohr radius"][0]
EANG = sc.e * 1e-10
K = (10 * np.pi * sc.N_A * EANG**2
     / (3 * np.log(10) * sc.epsilon_0 * sc.hbar * sc.c))
GAUSS = np.sqrt(np.pi / (4 * np.log(2)))
C_HUSH = np.sqrt(GAUSS / K)


def diagonalise(y, lam, v):
    y = np.atleast_1d(np.asarray(y, dtype=float))
    h = np.empty((y.size, 2, 2))
    h[:, 0, 0] = lam * (y + 1)**2 / 4
    h[:, 1, 1] = lam * (y - 1)**2 / 4
    h[:, 0, 1] = h[:, 1, 0] = -v
    return np.linalg.eigh(h)


def lower(y, lam, v):
    return diagonalise(y, lam, v)[0][0, 0]


def adiabatic_dipoles(vectors, r):
    site = np.array([r / 2, -r / 2])
    return np.einsum("nia,i,nib->nab", vectors, site, vectors)


# Full two-site breathing model, minimised in both coordinates.
k_site, g_site = 1.3, 0.9


def site_energy(q, occupied):
    return 0.5 * k_site * (q[0]**2 + q[1]**2) + g_site * q[occupied]


def site_matrix(q, v):
    return np.array([[site_energy(q, 0), -v], [-v, site_energy(q, 1)]])


opts = {"xatol": 1e-9, "fatol": 1e-14, "maxiter": 5000, "maxfev": 5000}
min_a = minimize(site_energy, [-0.5, 0.1], args=(0,),
                 method="Nelder-Mead", options=opts)
min_b = minimize(site_energy, [0.1, -0.5], args=(1,),
                 method="Nelder-Mead", options=opts)
lam_site = site_energy(min_a.x, 1) - min_b.fun
assert abs(lam_site - g_site**2 / k_site) < 1e-6
for v in (0.10, 0.25, 0.40):
    best = minimize(lambda q: np.linalg.eigvalsh(site_matrix(q, v))[0],
                    [-0.6, -0.05], method="Nelder-Mead", options=opts)
    vec = np.linalg.eigh(site_matrix(best.x, v))[1][:, 0]
    localised = 2 * v < lam_site
    e_ref = -v**2 / lam_site if localised else lam_site / 4 - v
    q_ref = np.sqrt(max(0.0, 1 - (2 * v / lam_site)**2))
    assert abs(best.fun - (-lam_site / 2 + e_ref)) < 1e-6
    assert abs(vec[0]**2 - vec[1]**2 - q_ref) < 1e-5

# Locate the transition from numerical curvature, and count minima.
step = 0.01


def curvature(v):
    return (lower(step, LAM, v) - 2 * lower(0, LAM, v)
            + lower(-step, LAM, v)) / step**2


v_critical = brentq(curvature, 0.3 * LAM, 0.8 * LAM)
assert abs(v_critical - LAM / 2) < 1e-4 * LAM
for v in (0.3 * LAM, 0.7 * LAM):
    formula = LAM / 2 * (1 - LAM / (2 * v))
    assert abs(curvature(v) - formula) < 1e-3 * LAM
minima = []
for ratio in (0.98, 1.02):
    e = diagonalise(np.linspace(-2, 2, 2001), LAM, ratio * LAM / 2)[0][:, 0]
    minima.append(int(np.sum((e[1:-1] < e[:-2]) & (e[1:-1] < e[2:]))))
assert minima == [2, 1]
rise = lower(0.05, LAM, LAM / 2) - lower(0, LAM, LAM / 2)
assert abs(rise / (LAM * 0.05**4 / 16) - 1) < 2e-3

# Minima, barriers, gaps, charges and dipoles from diagonalisation.
rows = []
for v in (V_EX, 2000.0, 3500.0, 5000.0):
    grid = np.linspace(-1.5, 0, 1501)
    guess = grid[np.argmin(diagonalise(grid, LAM, v)[0][:, 0])]
    found = minimize_scalar(lambda y: lower(y, LAM, v), method="bounded",
                            bounds=(guess - 0.01, guess + 0.01),
                            options={"xatol": 1e-10})
    e, c = diagonalise(found.x, LAM, v)
    d = adiabatic_dipoles(c, R)[0]
    gap, mu12 = e[0, 1] - e[0, 0], abs(d[0, 1])
    dmu = abs(d[0, 0] - d[1, 1])
    charge = c[0, 0, 0]**2 - c[0, 1, 0]**2
    barrier = lower(0, LAM, v) - e[0, 0]
    localised = 2 * v < LAM
    y_ref = np.sqrt(max(0.0, 1 - (2 * v / LAM)**2))
    b_ref = (LAM - 2 * v)**2 / (4 * LAM) if localised else 0.0
    assert abs(abs(found.x) - y_ref) < 1e-5
    assert abs(charge - y_ref) < 1e-5
    assert abs(barrier - b_ref) < 1e-5 * LAM
    assert abs(gap - (LAM if localised else 2 * v)) < 1e-5 * LAM
    assert abs(mu12 * gap / R - v) < 1e-6 * LAM
    rows.append((v, abs(found.x), e[0, 0], abs(barrier), gap, mu12, dmu))

# Dipole relations away from the minima too.
y_test = np.linspace(-1.7, 1.7, 35)
e, c = diagonalise(y_test, LAM, 1700.0)
d = adiabatic_dipoles(c, R)
assert np.allclose(np.abs(d[:, 0, 1]), R * 1700.0 / (e[:, 1] - e[:, 0]),
                   rtol=1e-9)
assert np.allclose((d[:, 0, 0] - d[:, 1, 1])**2 + 4 * d[:, 0, 1]**2, R**2)

# Absorption strength by propagating the model in a weak light pulse.
# This section works in atomic units; orientations are averaged.
y_min = -rows[0][1]
h0 = np.array([[LAM * (y_min + 1)**2 / 4, -V_EX],
               [-V_EX, LAM * (y_min - 1)**2 / 4]]) / HARTREE
levels, states = np.linalg.eigh(h0)
omega = levels[1] - levels[0]
r_au = R * 1e-10 / BOHR
cosines, weights = np.polynomial.legendre.leggauss(4)
dt, duration = 0.5, 200.0
times = np.arange(-8 * duration, 8 * duration, dt) + dt / 2
field = 2e-6 * np.exp(-times**2 / (2 * duration**2)) * np.cos(omega * times)
half = expm(-0.5j * dt * h0)
site_dipole = np.array([[r_au / 2], [-r_au / 2]]) * cosines
psi = np.repeat(states[:, :1].astype(complex), cosines.size, axis=1)
for f in field:
    psi = half @ (np.exp(1j * dt * f * site_dipole) * (half @ psi))
excited = np.abs(states[:, 1] @ psi)**2
absorbed = omega * np.sum(weights * excited) / 2
f_omega = np.sum(field * np.exp(1j * omega * times)) * dt
c_au = 1 / sc.fine_structure
spectral_fluence = c_au / (4 * np.pi) * abs(f_omega)**2 / np.pi
sigma_area = absorbed / spectral_fluence
area_pulse = sigma_area * BOHR**2 * 10 * sc.N_A / np.log(10) * HARTREE
area_formula = K * rows[0][4] * rows[0][5]**2
assert abs(area_pulse / area_formula - 1) < 1e-3


# Thermal spectrum from eigenvectors, compared with its closed form.
def thermal_samples(v):
    y = np.linspace(-3, 3, 300001)
    e, c = diagonalise(y, LAM, v)
    mu = adiabatic_dipoles(c, R)[:, 0, 1]
    w = np.exp(-(e - e[:, 0].min()) / KT)
    upper_share = w[:, 1].sum() / w.sum()
    gap = e[:, 1] - e[:, 0]
    strength = K * gap * mu**2 * w[:, 0] / w[:, 0].sum()
    return gap, strength, upper_share


def band_function(v):
    y = np.linspace(-3, 3, 20001)
    e = diagonalise(y, LAM, v)[0][:, 0]
    z = np.sum(np.exp(-(e + v**2 / LAM) / KT)) * (y[1] - y[0])
    front = 2 * K * R**2 * v**2 / (LAM * z)
    return lambda nu: (front * np.exp(-(nu - LAM)**2 / (4 * LAM * KT))
                       / np.sqrt(nu**2 - 4 * v**2))


cases = {V_EX: [(5000, 6000), (7000, 8000), (9000, 11000)],
         5000.0: [(10200, 10600), (11000, 12000)]}
moment_v = {}
for v, windows in cases.items():
    gap, strength, upper_share = thermal_samples(v)
    moment_v[v] = np.sqrt(np.sum(strength * gap) / K) / R
    assert abs(moment_v[v] / v - 1) < 1e-7
    assert upper_share < 1e-4
    band = band_function(v)
    for lo, hi in windows:
        direct = strength[(gap >= lo) & (gap < hi)].sum()
        assert abs(direct / quad(band, lo, hi)[0] - 1) < 3e-3
    if v == V_EX:
        band_area = strength.sum()
        edge = strength[gap < 2 * v + 100].sum() / band_area
        upper_example = upper_share
assert edge < 0.01

# Read the main band as a spectroscopist would, then apply Hush.
band = band_function(V_EX)
nu = np.arange(LAM / 2, 2 * LAM, 0.5)
eps = band(nu)
top = int(np.argmax(eps))
assert 0 < top < nu.size - 1
eps_max, nu_max = eps[top], nu[top]
left = brentq(lambda x: band(x) - eps_max / 2, LAM / 2, nu_max)
right = brentq(lambda x: band(x) - eps_max / 2, nu_max, 2 * LAM)
width = right - left
v_hush = C_HUSH * np.sqrt(eps_max * nu_max * width) / R
assert abs(v_hush / V_EX - 1) < 0.02
width_weak = np.sqrt(16 * np.log(2) * LAM * KT)

# The weak-coupling width from thermal sampling of one parabola.
x = np.linspace(-4, 2, 60001)
p = np.exp(-LAM * (x + 1)**2 / (4 * KT))
p /= p.sum()
signed_gap = -LAM * x
mean_gap = np.sum(p * signed_gap)
spread = np.sqrt(np.sum(p * (signed_gap - mean_gap)**2))
assert abs(np.sqrt(8 * np.log(2)) * spread / width_weak - 1) < 1e-6

# First moment of a Gaussian described by height, centre and width.
moment = quad(lambda s: eps_max * (nu_max + s)
              * np.exp(-4 * np.log(2) * s**2 / width**2),
              -8 * width, 8 * width, points=[0.0])[0]
assert abs(moment / (eps_max * nu_max * width * GAUSS) - 1) < 1e-7

print(f"Reorganisation energy: {LAM:.0f} cm^-1")
print(f"Example coupling V: {V_EX:.0f} cm^-1")
print(f"Diabatic distance r: {R:.1f} angstrom")
print(f"Temperature: {T:.0f} K; kT: {KT:.2f} cm^-1")
print(f"Critical V, numerical curvature: {v_critical:.1f} cm^-1")
print(f"Minima at 2V/lam = 0.98 and 1.02: {minima[0]} and {minima[1]}")
for v, ym, emin, bar, gap, mu12, dmu in rows:
    print(f"V = {v:.0f} cm^-1: 2V/lam = {2*v/LAM:.3f}")
    print(f"  |y_min| = charge difference: {ym:.4f}")
    print(f"  minimum energy: {emin:.1f} cm^-1")
    print(f"  barrier: {bar:.1f} cm^-1")
    print(f"  vertical gap: {gap:.1f} cm^-1")
    print(f"  transition dipole: {mu12:.4f} e angstrom")
    print(f"  adiabatic dipole change: {dmu:.4f} e angstrom")
print(f"K: {K:.2f} L mol^-1 cm^-1 (e angstrom)^-2")
print(f"Hush constant C: {C_HUSH:.5f} (angstrom, cm^-1, L/mol/cm)")
print("Fixed-geometry band area, L mol^-1 cm^-2:")
print(f"  pulse propagation: {area_pulse:.5e}")
print(f"  formula: {area_formula:.5e}")
print(f"Thermal band area: {band_area:.4e} L mol^-1 cm^-2")
print(f"Area within 100 cm^-1 of lower edge: {100*edge:.3f} percent")
print(f"Upper-surface population: {upper_example:.2e}")
print(f"Band maximum: {eps_max:.1f} L mol^-1 cm^-1")
print(f"Band position: {nu_max:.1f} cm^-1")
print(f"Band full width at half maximum: {width:.1f} cm^-1")
print(f"Weak-coupling Gaussian width: {width_weak:.1f} cm^-1")
print(f"V from Hush formula: {v_hush:.2f} cm^-1")
print(f"V from Hush formula: {v_hush/HARTREE:.6f} hartree")
print(f"Hush error: {100*(v_hush/V_EX-1):.2f} percent")
print(f"V from first moment: {moment_v[V_EX]:.2f} cm^-1")
print("OK")
```

Printed output:

```
Reorganisation energy: 8000 cm^-1
Example coupling V: 600 cm^-1
Diabatic distance r: 7.0 angstrom
Temperature: 300 K; kT: 208.51 cm^-1
Critical V, numerical curvature: 3999.9 cm^-1
Minima at 2V/lam = 0.98 and 1.02: 2 and 1
V = 600 cm^-1: 2V/lam = 0.150
  |y_min| = charge difference: 0.9887
  minimum energy: -45.0 cm^-1
  barrier: 1445.0 cm^-1
  vertical gap: 8000.0 cm^-1
  transition dipole: 0.5250 e angstrom
  adiabatic dipole change: 6.9208 e angstrom
V = 2000 cm^-1: 2V/lam = 0.500
  |y_min| = charge difference: 0.8660
  minimum energy: -500.0 cm^-1
  barrier: 500.0 cm^-1
  vertical gap: 8000.0 cm^-1
  transition dipole: 1.7500 e angstrom
  adiabatic dipole change: 6.0622 e angstrom
V = 3500 cm^-1: 2V/lam = 0.875
  |y_min| = charge difference: 0.4841
  minimum energy: -1531.3 cm^-1
  barrier: 31.3 cm^-1
  vertical gap: 8000.0 cm^-1
  transition dipole: 3.0625 e angstrom
  adiabatic dipole change: 3.3889 e angstrom
V = 5000 cm^-1: 2V/lam = 1.250
  |y_min| = charge difference: 0.0000
  minimum energy: -3000.0 cm^-1
  barrier: 0.0 cm^-1
  vertical gap: 10000.0 cm^-1
  transition dipole: 3.5000 e angstrom
  adiabatic dipole change: 0.0000 e angstrom
K: 2511.53 L mol^-1 cm^-1 (e angstrom)^-2
Hush constant C: 0.02059 (angstrom, cm^-1, L/mol/cm)
Fixed-geometry band area, L mol^-1 cm^-2:
  pulse propagation: 5.53793e+06
  formula: 5.53793e+06
Thermal band area: 5.9106e+06 L mol^-1 cm^-2
Area within 100 cm^-1 of lower edge: 0.069 percent
Upper-surface population: 5.98e-07
Band maximum: 1241.6 L mol^-1 cm^-1
Band position: 7546.5 cm^-1
Band full width at half maximum: 4452.9 cm^-1
Weak-coupling Gaussian width: 4301.1 cm^-1
V from Hush formula: 600.75 cm^-1
V from Hush formula: 0.002737 hartree
Hush error: 0.13 percent
V from first moment: 600.00 cm^-1
OK
```
